# Fermi Wave Number Times Mean Free Path in Metallic Si:P

## Problem

A silicon crystal is doped with phosphorus to the metallic side of the metal-insulator transition. At low temperature it has the electron density \(n=1\times10^{19}\ \mathrm{cm^{-3}}\) and a mobility of roughly \(\mu=150\ \mathrm{cm^2/Vs}\). The conduction band has six equivalent valleys, with rough longitudinal and transverse masses \(m_l=0.916\,m_e\) and \(m_t=0.191\,m_e\).

1. Estimate the product of Fermi wave number and mean free path, first with an isotropic mass and then with the ellipsoidal valleys.
2. Decide whether the result supports the picture of electrons that travel freely between collisions.
3. Repeat the estimate for \(n=1\times10^{20}\ \mathrm{cm^{-3}}\) and a rough mobility of \(90\ \mathrm{cm^2/Vs}\).

## Solution

### Assumptions

The electrons are treated as a degenerate gas in parabolic valleys that are equally filled. Each valley holds two spin states per wave vector, and wave vectors are measured from the valley minimum. One transport time \(\tau\) describes the loss of drift momentum in every valley and in every direction within a valley. This is a simplification, because scattering by screened donors can relax momentum along and across a valley at different rates. The mobility is the conductivity mobility, defined by \(\sigma=ne\mu\), where \(e>0\) is the elementary charge.

The product matters because it compares two lengths. A wave packet needs an extent of at least about \(1/k_F\) if its wave number is to be defined on the scale of \(k_F\). If the mean free path \(l\) is no longer than that, the electron is scattered before it has a well-defined wave number. Free flight between collisions therefore requires \(k_Fl\gg1\).

### Isotropic mass

In a crystal of volume \(V\), each allowed wave vector occupies the volume \((2\pi)^3/V\) in wave-vector space. With \(g\) valleys, two spins, and a filled sphere of radius \(k_F\) in each valley,

\[
n=2g\,\frac{1}{(2\pi)^3}\,\frac{4\pi}{3}k_F^3=\frac{g\,k_F^3}{3\pi^2},
\qquad
k_F=\left(\frac{3\pi^2n}{g}\right)^{1/3}.
\]

The mobility supplies the mean free path. In a steady electric field \(\mathcal E\), the momentum lost to collisions balances the force on the electron:

\[
\frac{m v_{\rm drift}}{\tau}=-e\mathcal E .
\]

The drift speed per unit field is therefore \(\mu=e\tau/m\), which gives \(\tau=m\mu/e\). Electrons at the Fermi surface move with speed \(v_F=\hbar k_F/m\), so

\[
l=v_F\tau=\frac{\hbar k_F}{m}\,\frac{m\mu}{e}=\frac{\hbar k_F\mu}{e}.
\]

The mass has cancelled. At a given mobility a heavier electron is slower, but its transport time is longer by the same factor. Multiplication by \(k_F\) gives

\[
k_Fl=\frac{\hbar\mu}{e}\,k_F^2=\frac{\hbar\mu}{e}\left(\frac{3\pi^2n}{g}\right)^{2/3}.
\]

For the sample, \(n=1\times10^{25}\ \mathrm{m^{-3}}\) and \(\mu=0.0150\ \mathrm{m^2/Vs}\). Then

\[
k_F=\left(\frac{3\pi^2\times10^{25}}{6}\right)^{1/3}\mathrm{m^{-1}}
=3.668\times10^{8}\ \mathrm{m^{-1}}=0.367\ \mathrm{nm^{-1}},
\]

\[
k_Fl=(6.582\times10^{-16}\ \mathrm{V\,s})(0.0150\ \mathrm{m^2/Vs})(3.668\times10^{8}\ \mathrm{m^{-1}})^2=1.33 .
\]

The corresponding mean free path is \(l=1.33/(0.367\ \mathrm{nm^{-1}})=3.6\ \mathrm{nm}\).

The valley number has a large effect. At fixed \(n\) and \(\mu\), the product varies as \(g^{-2/3}\). Six valleys share the electrons, so each Fermi sphere is smaller than a single sphere holding all of them. Setting \(g=1\) would give 4.4, larger by the factor \(6^{2/3}=3.30\).

### Ellipsoidal valleys

In a silicon valley the energy, measured from the valley minimum, is

\[
E(\mathbf k)=\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_l}+\frac{k_2^2}{m_t}+\frac{k_3^2}{m_t}\right).
\]

The Fermi surface is an ellipsoid, and neither its radius nor the speed on it is the same in all directions. A replacement for \(k_Fl\) is needed. The velocity components are \(v_i=\hbar^{-1}\partial E/\partial k_i=\hbar k_i/m_i\), so everywhere on the Fermi surface

\[
\mathbf k\cdot\mathbf v\,\tau
=\tau\sum_i\frac{\hbar k_i^2}{m_i}
=\frac{2\tau}{\hbar}\sum_i\frac{\hbar^2k_i^2}{2m_i}
=\frac{2E_F\tau}{\hbar}\equiv K .
\]

On a principal axis \(\mathbf k\) and \(\mathbf v\) are parallel, and \(K\) is then the product of the local wave number and the local path length. With a single \(\tau\) for all directions, it has the same value on the long and short axes; if the times differ, each axis has its own value \(2E_F\tau_i/\hbar\). For equal masses it reduces to \(k_Fl\).

To express \(K\) through \(n\) and \(\mu\), we need \(E_F\) and \(\tau\). The semi-axes of the ellipsoid are \(\sqrt{2m_iE_F}/\hbar\). Let \(k_F\) now denote the radius of the sphere with the same volume. Equality of the volumes requires

\[
k_F^3=\frac{(2E_F)^{3/2}(m_lm_t^2)^{1/2}}{\hbar^3}.
\]

Raising both sides to the power \(2/3\) gives

\[
k_F^2=\frac{2m_dE_F}{\hbar^2},\qquad m_d=(m_lm_t^2)^{1/3}.
\]

The state count involves only this volume, so the earlier expression for \(k_F\) in terms of \(n\) still holds.

For the mobility, take the field along a cubic axis. Two of the six valleys have their long axis along the field and respond with mass \(m_l\). The other four respond with \(m_t\). The average drift speed per unit field is

\[
\mu=e\tau\,\frac{1}{6}\left(\frac{2}{m_l}+\frac{4}{m_t}\right)=\frac{e\tau}{m_c},
\qquad
\frac{3}{m_c}=\frac{1}{m_l}+\frac{2}{m_t}.
\]

The three cubic axes give the same value, and the off-diagonal terms vanish, so the total conductivity is isotropic. Inserting \(E_F=\hbar^2k_F^2/(2m_d)\) and \(\tau=m_c\mu/e\),

\[
K=\frac{2}{\hbar}\,\frac{\hbar^2k_F^2}{2m_d}\,\frac{m_c\mu}{e}
=\frac{m_c}{m_d}\,\frac{\hbar\mu}{e}\left(\frac{3\pi^2n}{g}\right)^{2/3}.
\]

The isotropic estimate is thus multiplied by \(m_c/m_d\). The cancellation of the mass is incomplete because the mobility averages inverse masses, while the state count uses a geometric mean. For the given masses \(m_d=0.322\,m_e\) and \(m_c=0.259\,m_e\), so

\[
K=0.806\times1.33=1.07 .
\]

The Fermi energy and transport time give the same answer by another route. They are \(E_F=15.9\ \mathrm{meV}\) and \(\tau=22\ \mathrm{fs}\), for which \(\hbar/\tau=29.7\ \mathrm{meV}\), and \(2\times15.9/29.7=1.07\).

The choice of definition carries some freedom. Away from the principal axes \(\mathbf k\) and \(\mathbf v\) are not parallel, and \(|\mathbf k||\mathbf v|\tau\) exceeds \(\mathbf k\cdot\mathbf v\,\tau\). Its average over the states at the Fermi energy is 1.18 times \(K\). The answer to the first question is therefore that the product is about one; its second digit has no physical weight.

### If the data come from a Hall measurement

Density and mobility can be obtained from the Hall effect together with the conductivity. The Hall effect weights the masses differently. Let a weak magnetic field \(B\) point along \(z\), with all axes cubic. In one valley the force balance along \(y\) is

\[
\frac{m_yv_y}{\tau}=-e(\mathcal E_y-v_xB).
\]

To first order in \(B\), the speed on the right may be replaced by its zero-field value \(v_x=-e\tau\mathcal E_x/m_x\). This gives

\[
v_y=-\frac{e\tau}{m_y}\mathcal E_y-\frac{e^2\tau^2B}{m_xm_y}\mathcal E_x .
\]

Let angle brackets denote the average over the six valleys. The current density is \(j_y=-en\langle v_y\rangle\), or

\[
j_y=\frac{ne^2\tau}{m_c}\mathcal E_y+ne^3\tau^2B\left\langle\frac{1}{m_xm_y}\right\rangle\mathcal E_x .
\]

No current flows sideways, so \(j_y=0\) and \(\mathcal E_y=-e\tau B\,m_c\langle1/(m_xm_y)\rangle\mathcal E_x\). To the same order \(j_x=(ne^2\tau/m_c)\mathcal E_x\). The ratio is

\[
\frac{\mathcal E_y}{j_xB}=-\frac{r}{ne},\qquad
r=m_c^2\left\langle\frac{1}{m_xm_y}\right\rangle
=\frac{m_c^2}{3}\left(\frac{1}{m_t^2}+\frac{2}{m_lm_t}\right).
\]

The average has this form because the two valleys along \(z\) contribute \(1/m_t^2\), and the other four contribute \(1/(m_lm_t)\).

If \(r\) is taken as one, the measurement yields the density \(n_H=n/r\). Since the conductivity is measured directly, \(n_H\mu_H=n\mu\) and the mobility is \(\mu_H=r\mu\). The combination in the estimate becomes

\[
\mu_Hn_H^{2/3}=r\mu\,\frac{n^{2/3}}{r^{2/3}}=r^{1/3}\mu n^{2/3}.
\]

Here \(r=0.872\), and \(r^{1/3}=0.955\). Within this model, unconverted Hall readings lower \(K\) by about 4%, which is negligible beside the uncertainty of a rough mobility.

### Does the picture of free flight hold?

A state that loses its momentum in a time \(\tau\) has a nominal energy width \(\hbar/\tau\). If the scattering favours small angles, the time between collisions is shorter than the transport time and the actual width is larger. From \(K=2E_F\tau/\hbar\),

\[
\frac{\hbar/\tau}{E_F}=\frac{2}{K}.
\]

For the sample this ratio is 1.87. The width exceeds the whole range of filled energies, so a sharp Fermi surface is not a consistent description. The values of \(E_F\) and \(k_F\) are nominal: they characterize the electron density, but \(k_F\) does not locate a sharp surface in wave-vector space. At low temperature the boundary between filled and empty states remains sharp in energy.

The path length points the same way. Along a principal axis the wave number is \(k_F\sqrt{m_i/m_d}\), and dividing \(K\) by it gives, for a single \(\tau\), a path of about 1.7 nm along the long axis of a valley and 3.8 nm across it. If each donor supplies one electron, the typical donor spacing is \(n^{-1/3}=4.6\ \mathrm{nm}\). If the donors are placed independently at random, the probability that a given donor has a neighbour closer than that is \(1-e^{-4\pi/3}\approx0.98\). The nominal paths are comparable with the distances between donors, so the scattering cannot safely be divided into separate encounters with single donors.

Interference is a further concern. A diffusing electron can return to a region it has already visited, and waves that run around the closed path in opposite senses interfere. The scale of the effect follows from the chance of return. For an isotropic mass, regard the path as a tube of cross-section about \(1/k_F^2\). In a time \(dt\) it sweeps out a volume \(v_F\,dt/k_F^2\). The probability density for being back at the start after a time \(t\) is of order \((Dt)^{-3/2}\), with diffusion constant \(D=l^2/(3\tau)\). Diffusion begins at \(t\approx\tau\), so the chance of return is of order

\[
\int_\tau^\infty\frac{v_F\,dt}{k_F^2(Dt)^{3/2}}
=\frac{2v_F}{k_F^2D^{3/2}\tau^{1/2}}
\sim\frac{1}{(k_Fl)^2}.
\]

The last step uses \(v_F=l/\tau\) and drops numerical factors, which are not close to one. The expression as written carries \(2\cdot3^{3/2}\approx10\), while the normalized return density \((4\pi Dt)^{-3/2}\) reduces this to about 0.23. These factors, and the dependence on scattering between valleys, are not determined by this argument. With \(K\) in place of \(k_Fl\), the scale is \(1/K^2=0.87\). Only the scaling is fixed, and the actual correction may be several times smaller or larger. With \(K\approx1\) no small parameter guarantees that interference is negligible, and the \(\tau\) obtained from the mobility is an effective time that may already contain it.

The answer to the second question is no. The formula has delivered a useful warning: its own assumptions are failing at this density.

### Deeper in the metal

For the third question the density rises by a factor of 10 and the mobility falls by a factor of \(90/150=0.60\). Hence

\[
K=1.07\times10^{2/3}\times0.60=2.98 .
\]

The isotropic estimate is 3.70. The product grows because the mobility falls more slowly than \(n^{-2/3}\). The nominal level width is now 0.67 of the Fermi energy, and the interference scale is 0.11. Free flight is a better approximation than at the lower density, but the condition \(K\gg1\) is still poorly met, and the estimate remains a rough one.

### Table of cases

All rows use six ellipsoidal valleys. The first three hold the density fixed and show the effect of an uncertain mobility.

| \(n\) (cm⁻³) | \(\mu\) (cm²/Vs) | \(K\) | \((\hbar/\tau)/E_F\) | \(1/K^2\) |
|---|---:|---:|---:|---:|
| \(1\times10^{19}\) | 100 | 0.71 | 2.8 | 2.0 |
| \(1\times10^{19}\) | 150 | 1.07 | 1.9 | 0.87 |
| \(1\times10^{19}\) | 200 | 1.43 | 1.4 | 0.49 |
| \(1\times10^{20}\) | 90 | 2.98 | 0.67 | 0.11 |

Since \(K\) is proportional to \(\mu\), a relative error in the mobility passes unchanged into \(K\). At fixed mobility, a small relative error in the density enters with the weight \(2/3\). If the conductivity is held fixed instead and the mobility is obtained from \(\mu=\sigma/(ne)\), then \(K\propto\sigma n^{-1/3}\) and the weight is \(-1/3\). Across the three mobilities at the lower density, \(K\) lies on either side of one, but the judgement on free flight stays the same.

### Temperature and valley filling

At the lower density, the mobility must be measured at low temperature if it is to describe electrons at a Fermi surface. At 4.2 K the thermal energy is 0.36 meV, small compared with \(E_F=15.9\ \mathrm{meV}\). At 300 K it is 25.9 meV. For the same parabolic valleys with all donors ionized, the chemical potential at the lower density then lies 22.9 meV below the band edge. The gas is no longer degenerate, and a room-temperature mobility inserted into the formula would not describe a Fermi surface.

Equal valley filling is a less secure assumption. The central potential of an isolated phosphorus donor mixes the six valleys and splits its lowest states by roughly 12 meV. That is 0.75 of the nominal Fermi energy at the lower density. If the impurity states retain much of this splitting in the metal, the valleys do not act as six equal and independent bands. The opposite extreme in counting is a single isotropic band with two spins, for which the formula gives \(k_Fl=4.4\) at the same density and mobility. The unknown mass of such a band does not matter, because it cancels. This value shows the sensitivity to the valley count; it is not a prediction for the sample.

### Comparison with real Si:P

The metal-insulator transition in uncompensated Si:P lies at roughly \(4\times10^{18}\ \mathrm{cm^{-3}}\), so the main example is a few times above it. The mobilities are assumed inputs, not results of a scattering calculation, and values from a measured conductivity should replace them when available. In the example \(\sigma=ne\mu=240\ \mathrm{S/cm}\). At the same density \(K=1\) would correspond to \(240/1.07\approx225\ \mathrm{S/cm}\).

This value should not be read as the lowest conductivity a metal can have. At \(5\times10^{18}\ \mathrm{cm^{-3}}\), still on the metallic side, the formula with the mobility held at \(150\ \mathrm{cm^2/Vs}\) gives \(K=1.07\times0.5^{2/3}=0.67\). The condition \(K\approx1\) marks the region where free flight fails, and does not fix the critical density. Locating the transition requires a treatment of disorder and of the repulsion between electrons, both of which this estimate leaves out. The number also depends on the valley count: in the extreme case of one band in place of six valleys, the isotropic estimate rises by a factor of 3.3. Further digits are given in the numerical output.

## Computed values

```
INPUTS (rough values for Si:P at low temperature)
electron density n = 1.00e+19 cm^-3
mobility mu = 150 cm2/Vs
number of valleys = 6
longitudinal mass = 0.916 m_e
transverse mass = 0.191 m_e
MAIN RESULT
Fermi wave number kF = 0.3668 nm^-1
mean free path l (isotropic) = 3.621 nm
kF*l, isotropic estimate = 1.328
density-of-states mass md = 0.3221 m_e
conductivity mass mc = 0.2595 m_e
mass factor mc/md = 0.8055
K = 2 EF tau/hbar, ellipsoids = 1.070
Fermi energy EF = 15.91 meV
transport time tau = 22.13 fs
conductivity n e mu = 240.3 S/cm
donor spacing n^(-1/3) = 4.642 nm
SENSITIVITY AND NEGLECTED EFFECTS
K for mobility 100 cm2/Vs = 0.713
K for mobility 200 cm2/Vs = 1.427
mean |k||v|tau divided by K = 1.178
Hall factor r = 0.8716
K from raw Hall readings / true K = 0.9552
level width hbar/tau = 29.75 meV
level width / EF = 1.869
interference scale 1/K^2 = 0.873
isotropic kF*l if one band is counted = 4.386
one-band / six-valley ratio = 3.302
valley-orbit splitting, rough input = 12 meV
valley-orbit splitting / EF = 0.75
kB*T at 4.2 K = 0.362 meV
chemical potential at 4.2 K = 15.91 meV
kB*T at 300 K = 25.85 meV
chemical potential at 300 K = -22.87 meV
SECOND CASE, DEEPER IN THE METAL (rough mobility)
electron density = 1.00e+20 cm^-3
mobility = 90 cm2/Vs
kF*l, isotropic estimate = 3.699
K, ellipsoids = 2.980
level width / EF = 0.671
interference scale 1/K^2 = 0.113
```
